# Thickness period and ambiguity in single-wavelength ellipsometry of a transparent film

A transparent film of refractive index $n$ and thickness $d$ lies on a thick substrate and is illuminated from air at the angle $\varphi$ to the normal with light of vacuum wavelength $\lambda$. Its ellipsometric angles $\Psi$ and $\Delta$ are unchanged when $d$ grows by

$$
D=\frac{\lambda}{2\sqrt{n^2-\sin^2\varphi}} .
$$

A pair $(\Psi,\Delta)$ measured at one wavelength and one angle of incidence therefore fits every thickness $d+jD\ge 0$ with integer $j$, even if all refractive indices are known and the measurement is perfect.

The model behind this statement is as follows. Film and substrate are uniform, isotropic and nonmagnetic, the interfaces are flat and sharp, and the light is a coherent plane wave. The film index is real with $n>1$, and $0<\varphi<90^\circ$. The substrate has permittivity $\varepsilon_2$, which may be complex. Two substrates are set aside, $\varepsilon_2=n^2$ and $\varepsilon_2=1$, for reasons that will appear below. Under these conditions $D$ is also the smallest period. The angles are defined by

$$
\rho=\frac{r_p}{r_s}=\tan\Psi\,e^{i\Delta},
$$

where $r_s$ is the ratio of reflected to incident electric amplitude for an electric field perpendicular to the plane of incidence, and $r_p$ is the ratio of magnetic amplitudes for a magnetic field perpendicular to that plane. Fields vary as $e^{-i\omega t}$, so absorption means $\operatorname{Im}\varepsilon>0$. The usual convention of ellipsometry takes $e^{+i\omega t}$, which conjugates $\rho$: $\Psi$ is the same, and $\Delta$ is $360^\circ$ minus the values given here.

Let $z$ point from the air into the film, whose faces are at $z=0$ and $z=d$, and let $k_0=2\pi/\lambda$. Label air, film and substrate by 0, 1 and 2, with $\varepsilon_0=1$ and $\varepsilon_1=n^2$. The boundary conditions must hold at every point of an interface, so all waves share the tangential wavenumber $k_0\sin\varphi$. In medium $i$ the squared wavenumber is $k_0^2\varepsilon_i$, which leaves the normal component $k_0q_i$ with

$$
q_i=\sqrt{\varepsilon_i-\sin^2\varphi}.
$$

For the substrate the root is the one that decays, or travels, away from the film. Since $n>1$, $q_1$ is real and positive.

In Gaussian units, Maxwell's equations at frequency $\omega$ read $\nabla\times\mathbf E=ik_0\mathbf H$ and $\nabla\times\mathbf H=-ik_0\varepsilon\mathbf E$. For $s$ polarization the tangential fields are $E_y$ and $H_x=-\partial_zE_y/(ik_0)$; for $p$ polarization they are $H_y$ and $E_x=\partial_zH_y/(ik_0\varepsilon)$. Both cases have the same form: a field $u$ is continuous, and so is $\partial_zu$ (for $s$) or $\partial_zu/\varepsilon$ (for $p$). A wave $e^{\pm ik_0q_iz}$ contributes $\pm ik_0Y_i$ times its amplitude to the second quantity, where

$$
Y_i=q_i\ (s),\qquad Y_i=q_i/\varepsilon_i\ (p).
$$

At a single interface between media $i$ and $j$, with incident amplitude 1, reflected amplitude $r_{ij}$ and transmitted amplitude $t$, continuity gives $1+r_{ij}=t$ and $Y_i(1-r_{ij})=Y_jt$. Eliminating $t$,

$$
r_{ij}=\frac{Y_i-Y_j}{Y_i+Y_j}.
$$

Inside the film $u=Fe^{ik_0q_1z}+Ge^{-ik_0q_1z}$. At $z=d$ the upward wave is the reflection of the downward one, $Ge^{-ik_0q_1d}=r_{12}Fe^{ik_0q_1d}$, so that

$$
G=r_{12}XF,\qquad X=e^{2ik_0q_1d}=e^{4\pi iq_1d/\lambda}.
$$

At $z=0$ the total reflection amplitude $r$ obeys

$$
1+r=F(1+r_{12}X),\qquad Y_0(1-r)=Y_1F(1-r_{12}X).
$$

Multiply the first equation by $Y_0$. Adding the second gives $2Y_0$ on the left, and subtracting it gives $2Y_0r$. The quotient of the two results is

$$
r=\frac{Y_0(1+r_{12}X)-Y_1(1-r_{12}X)}{Y_0(1+r_{12}X)+Y_1(1-r_{12}X)}
=\frac{r_{01}+r_{12}X}{1+r_{01}r_{12}X},
$$

where the last form follows on collecting the terms with and without $X$ and dividing by $Y_0+Y_1$.

The thickness enters both polarizations through the single number $X$. For a transparent film $X$ moves around the unit circle as $d$ grows, and it first returns to its starting value when

$$
\frac{4\pi q_1D}{\lambda}=2\pi,\qquad\text{so}\qquad D=\frac{\lambda}{2q_1}.
$$

This is the stated period. Both $r_p$ and $r_s$ repeat separately, hence so does their ratio. If one of them vanishes at some thickness, $\Delta$ is undefined there, but the amplitudes still repeat. The substrate affects the values of $\Psi$ and $\Delta$ but not $D$, because it enters through the $r_{12}$ alone. With the refraction angle $\varphi_1$ defined by $\sin\varphi=n\sin\varphi_1$, one has $q_1=n\cos\varphi_1$. The phase of one round trip contains the normal component of the wavevector, which shrinks as the light is tilted. The period therefore rises from $\lambda/(2n)$ near normal incidence towards $\lambda/(2\sqrt{n^2-1})$ near grazing incidence.

That $X$ has no shorter period does not yet settle the matter for $\rho$, since a function of $X$ could repeat sooner. To exclude this, write $a,b$ for the $p$ coefficients $r_{01},r_{12}$ and $c,g$ for the corresponding $s$ coefficients. Then $\rho=P(X)/Q(X)$ with

$$
P=(a+bX)(1+cgX)=a+(b+acg)X+bcgX^2,
$$

$$
Q=(1+abX)(c+gX)=c+(g+abc)X+abgX^2 .
$$

Two values $X_1$ and $X_2$ with equal $\rho$ satisfy $P(X_1)Q(X_2)-P(X_2)Q(X_1)=0$. In this difference the products of equal powers cancel, and every remaining pair contains the factor $X_2-X_1$:

$$
P(X_1)Q(X_2)-P(X_2)Q(X_1)=(X_2-X_1)\,[A+B(X_1+X_2)+CX_1X_2].
$$

With $P_k$ and $Q_k$ the coefficients of $X^k$,

$$
A=P_0Q_1-P_1Q_0=ag(1-c^2)-bc(1-a^2),
$$

$$
B=P_0Q_2-P_2Q_0=bg(a^2-c^2),
$$

$$
C=P_1Q_2-P_2Q_1=bg\,[ab(1-c^2)-cg(1-a^2)].
$$

Suppose $\rho$ had a period $T$ with $0<T<D$. Then $X_2=\omega X_1$ with $\omega=e^{2\pi iT/D}\neq1$, and the bracket $A+B(1+\omega)X_1+C\omega X_1^2$ would vanish for infinitely many $X_1$. A polynomial with infinitely many zeros has vanishing coefficients, so $A=0$ and $C=0$.

These two conditions conflict with the properties of the air–film interface. There the $Y_i$ are positive, so $a$ and $c$ are real with $|a|<1$ and $|c|<1$, and $c\neq0$ because $q_1>q_0$. Inserting $q_0=\cos\varphi$, $q_1=n\cos\varphi_1$ and $n=\sin\varphi/\sin\varphi_1$ gives

$$
c=-\frac{\sin(\varphi-\varphi_1)}{\sin(\varphi+\varphi_1)},\qquad
a=\frac{\sin2\varphi-\sin2\varphi_1}{\sin2\varphi+\sin2\varphi_1}
=\frac{\cos(\varphi+\varphi_1)\sin(\varphi-\varphi_1)}{\sin(\varphi+\varphi_1)\cos(\varphi-\varphi_1)},
$$

and therefore

$$
\frac ac=-\frac{\cos(\varphi+\varphi_1)}{\cos(\varphi-\varphi_1)} .
$$

Since $\cos^2(\varphi-\varphi_1)-\cos^2(\varphi+\varphi_1)=\sin2\varphi\,\sin2\varphi_1>0$ at oblique incidence, $a^2<c^2$.

Take first $bg\neq0$. The conditions become $ag(1-c^2)=bc(1-a^2)$ and $ab(1-c^2)=cg(1-a^2)$. Multiply the first by $b$ and the second by $g$. The left sides are then equal, so $b^2c(1-a^2)=g^2c(1-a^2)$ and $b^2=g^2$. Squaring the first condition and cancelling $b^2=g^2$ gives

$$
0=a^2(1-c^2)^2-c^2(1-a^2)^2=(a^2-c^2)(1-a^2c^2),
$$

which contradicts $a^2<c^2<1$.

If $g=0$, then $q_1=q_2$ and $\varepsilon_2=n^2$: the substrate is optically the same as the film, there is no lower interface, and $\rho$ does not depend on $d$. This case was set aside.

If $b=0$ but $g\neq0$, then $A=0$ forces $a=0$. In terms of the $Y_i$ this means $Y_0=Y_1=Y_2$ for $p$ polarization, so $q_2=\varepsilon_2q_0$. Squaring and factorizing,

$$
(\varepsilon_2-1)(\varepsilon_2\cos^2\varphi-\sin^2\varphi)=0 .
$$

The same equation holds for $n^2$, and as $n\neq1$ it gives $n^2=\tan^2\varphi$. Hence $\varepsilon_2$ equals 1 or $n^2$, both set aside. The value 1 describes a free-standing film at its Brewster angle, where $r_p=0$ at all thicknesses; at any other oblique angle a free-standing film has $b=-a\neq0$ and $g=-c\neq0$, so the case $bg\neq0$ covers it. No shorter period is left, and $D$ is the smallest one.

Normal incidence must be excluded as well. There $Y_i$ is $\sqrt{\varepsilon_i}$ for $s$ and $1/\sqrt{\varepsilon_i}$ for $p$, so every $p$ coefficient is minus the $s$ coefficient. Then $r_p=-r_s$ and $\rho=-1$ for any thickness, although the reflected intensity can still vary with $d$.

The same algebra shows how many thicknesses fit inside one period. For a given finite $\rho$, the equation $P(X)-\rho\,Q(X)=0$ is at most quadratic in $X$. It cannot hold identically, because $\rho$ would then be constant and would have every period. There are thus at most two solutions per period. If $X_1$ is one of them, setting the bracket above to zero gives the other,

$$
X_2=-\frac{A+BX_1}{B+CX_1},
$$

which belongs to a real thickness only if $|X_2|=1$. This always happens for a lossless, totally reflecting substrate, that is, real $\varepsilon_2<\sin^2\varphi$. There $|b|=|g|=1$ while $a$ and $c$ are real, so $\rho(1/X^*)=1/\rho(X)^*$ and $|\rho|=1$ on the unit circle ($\Psi=45^\circ$). The pair of roots is then mapped onto itself by $X\to1/X^*$, and since $X_1$ lies on the circle, so does $X_2$. Each solution on the unit circle yields a ladder

$$
d_j=D\left(\frac{\arg X}{2\pi}+j\right).
$$

As an example take round model parameters: $\lambda=600$ nm, $\varphi=60^\circ$, $n=1.5$, substrate index $4+0.1i$ and true thickness 100 nm. Then

$$
q_1=\sqrt{2.25-0.75}=1.2247,\qquad D=\frac{600\ \text{nm}}{2\times1.2247}=244.95\ \text{nm}=2449.5\ \text{Å}.
$$

The normal-incidence value $\lambda/(2n)=200$ nm would be far off. The numerical output also gives a period obtained without this formula, by integrating Maxwell's equations through the film and seeking the shift that restores $\rho$ at all sampled thicknesses; it is again 244.95 nm. For the sampled shifts between 20 nm and $D-20$ nm, the root-mean-square change of $\rho$ is at least 1.08, so no shorter repetition appears there.

At 100 nm the phase of $X$ is $360^\circ\times100/244.95=146.97^\circ$, and $\rho=-0.508-1.108i$. Hence $\tan\Psi=\sqrt{0.508^2+1.108^2}=1.219$ and $\Psi=50.64^\circ$. Both parts of $\rho$ are negative, which places $\Delta$ in the third quadrant, at $245.36^\circ$. A search of all thicknesses up to 1400 nm finds these angles at 100.0, 344.9, 589.9, 834.8, 1079.8 and 1324.7 nm, one per period. There is no second ladder: over the sampled period $|X_2|$ lies between 2.62 and 12.44, well away from 1.

The rungs are spaced by a quantity that itself depends on the assumed index. Differentiating $D=(\lambda/2)(n^2-\sin^2\varphi)^{-1/2}$ gives $dD/dn=-nD/q_1^2$. Here $n/q_1^2=1.5/1.5=1$, so an error of $+0.01$ in $n$ shortens each step by about 2.4 nm, and the error in the spacing accumulates with $j$.

Further information is needed to choose the rung. If the thickness is already known to lie in an interval shorter than $D$, at most one rung of each ladder fits. A second wavelength also helps, because its period differs. Suppose, as a model assumption, that all indices are the same at 500 nm. The period there is $500/(2\times1.2247)=204.12$ nm, and a step of 244.95 nm advances the new $X$ by $360^\circ\times1.2=432^\circ$, that is, by $72^\circ$ beyond a full turn. The first five candidates now have different angles: $\Psi$ is $72.2^\circ$, $34.5^\circ$, $25.1^\circ$, $24.8^\circ$ and $33.3^\circ$, with $\Delta$ equal to $191.9^\circ$, $114.9^\circ$, $151.8^\circ$, $205.6^\circ$ and $244.6^\circ$. After five steps the phase has advanced by whole turns, and the sixth candidate gives $72.2^\circ$ and $191.9^\circ$ again. Five periods at 600 nm equal six at 500 nm, so the ambiguity has been moved out to 1224.7 nm rather than removed.

With dispersion, the two periods $D$ and $D'$ must each be computed from the index at their own wavelength. A common period exists if $jD=kD'$ for some positive integers $j$ and $k$. If the ratio $D/D'$ is irrational there is none, but some multiples of $D$ still come close to multiples of $D'$, and a measurement of finite accuracy may fail to separate them. A second angle of incidence also changes $q_1$, and with it $D$, but only slightly if $n$ is large, because $\sin^2\varphi$ is then small beside $n^2$.

Exact repetition requires a transparent film. If the film absorbs, $q_1=q'+iq''$ with $q''>0$, and

$$
X=e^{4\pi iq'd/\lambda}\,e^{-4\pi q''d/\lambda}
$$

spirals into the origin. As $d\to\infty$, $\rho$ tends to the ratio $a/c$ of the upper surface alone. A periodic function that tends to a limit must be constant, so a $\rho$ that varies with $d$ has no period. With film index $1.5+0.05i$ in the example, the phase of $X$ returns after 244.85 nm, but between 100 nm and 344.85 nm $\Psi$ changes from $48.2^\circ$ to $44.8^\circ$ and $\Delta$ from $255.5^\circ$ to $280.3^\circ$. The loss that spoils the period thus carries information about the order $j$, provided that the absorption is known and the film is thin enough for $\rho$ to differ measurably from its limit.

Finite bandwidth limits the repetition in another way. The phase of $X$ is $2\pi d/D$, and without dispersion $D$ is proportional to $\lambda$, so a small wavelength spread $\delta\lambda$ spreads the phase by $2\pi(d/D)\,\delta\lambda/\lambda$. This reaches a full turn when $\delta\lambda/\lambda\approx D/d$. The ladder derived for coherent light needs $\delta\lambda/\lambda\ll D/d$, because the reflected light depolarizes well before a full turn. In the example, with a flat spectrum and incident light polarized linearly at $45^\circ$, a spread of a tenth of a turn lowers the degree of polarization to 0.97 and shifts the apparent $\Delta$ by about $1^\circ$; a quarter of a turn gives 0.82 and about $6^\circ$. Near a full turn the film no longer reflects with a single well-defined $\rho$.

## Calculated quantities

```
Wavelength: 600.0 nm; angle of incidence: 60.0 deg
Film index: 1.50; substrate index: 4.00 + 0.10 i
True thickness: 100.0 nm
Normal wavenumber factor q1: 1.224745
Period from formula: 244.9490 nm = 2449.490 angstrom
Period found from Maxwell integration: 244.9490 nm
Normal-incidence value lambda/(2n): 200.0000 nm
Smallest rms rho mismatch, shifts 20 nm to D-20 nm: 1.0821
Largest scaled error of film formula: 1.3e-12
Largest scaled error of periodicity: 5.1e-13
Coefficient p air-film: -0.04245 +0.00000 i
Coefficient p film-substrate: 0.38101 +0.01016 i
Coefficient s air-film: -0.42020 +0.00000 i
Coefficient s film-substrate: -0.52270 -0.00953 i
Phase of X at true thickness: 146.969 deg
rho at true thickness: -0.50824 -1.10827 i
Second-root modulus over one period: 2.624 to 12.437
Candidates: thickness; Psi, Delta at 600 nm; Psi, Delta at 500 nm
  100.000 nm; 50.642, 245.365 deg; 72.155, 191.910 deg
  344.949 nm; 50.642, 245.365 deg; 34.527, 114.933 deg
  589.898 nm; 50.642, 245.365 deg; 25.071, 151.810 deg
  834.847 nm; 50.642, 245.365 deg; 24.825, 205.591 deg
  1079.796 nm; 50.642, 245.365 deg; 33.318, 244.556 deg
  1324.745 nm; 50.642, 245.365 deg; 72.155, 191.910 deg
Period at second wavelength 500.0 nm: 204.1241 nm
Common period of both wavelengths: 1224.745 nm
Absorbing film index: 1.50 + 0.05 i
Absorbing film phase period: 244.8472 nm
  Absorbing film, 100.000 nm: Psi 48.194 deg, Delta 255.529 deg
  Absorbing film, 344.847 nm: Psi 44.799 deg, Delta 280.315 deg
```
